Four trigonal Jahn-Teller minima of an orbital triplet in silicon

**1. The decision that depends on the result**

Relaxing a tetrahedral vacancy with one electron in a threefold degenerate level raises a choice: which distorted geometries should the calculation start from? If the electron is spread equally over the three orbitals, the linear forces cancel and the relaxation can stay at the symmetric point. If the electron occupies one suitable combination of them, the atoms move and the energy falls. For linear coupling to a t2 mode alone there are four equivalent trigonal minima, so one start of the correct sign is enough for the energy. A start of the opposite sign, held to trigonal symmetry, recovers a quarter of the energy gain (part 6).

**2. The model and its conventions**

Let x, y, z be real, orthonormal orbitals of an electronic t2 level. The distortion coordinates Q = (Qx, Qy, Qz) also transform as x, y, z. Energies are measured from the level at Q = 0. The nuclei are static until part 9, there is one electron, and other electronic levels, spin-orbit coupling and other modes are left out.

Symmetry fixes the linear coupling. Consider the matrix multiplying Qz.

- A half-turn about z keeps Qz and reverses x and y. Elements xz and yz would change sign, so they vanish.
- A half-turn about x reverses Qz. The diagonal elements are unchanged, so their terms would change sign and must vanish. The xy element also reverses, so its product with Qz is allowed.

Threefold rotations give the same constant V for all three coordinates. They and the half-turns also reduce the harmonic stiffness to one constant K. Therefore

H(Q) = (K/2)(Qx² + Qy² + Qz²) + V M(Q),

M(Q) =
[ 0   Qz  Qy ]
[ Qz  0   Qx ]
[ Qy  Qx  0 ].

Here V is the off-diagonal matrix element per unit of one coordinate, and the elastic energy carries a factor one-half. The result to be derived,

E_JT = 2V²/(3K),

belongs to this convention. E_JT is the positive depth of the minima below the symmetric point.

**3. Relax the lattice for a fixed orbital**

The matrix is real and symmetric, so its lowest eigenvector can be chosen real. Write it as c = (a, b, d), with a² + b² + d² = 1. Each off-diagonal element appears twice in the expectation value:

E(c,Q) = (K/2)|Q|² + 2V(bd Qx + da Qy + ab Qz).

Define m = (bd, da, ab) and complete the square:

E(c,Q) = (K/2)|Q + 2Vm/K|² - (2V²/K)|m|².

For a given orbital, the lowest energy is reached at

Q(c) = -(2V/K)(bd, da, ab),

and equals

g(c) = -(2V²/K)s,  s = a²b² + b²d² + d²a².

The problem is now to make s as large as possible.

**4. The four lowest points**

Squaring the normalization condition gives

1 = a⁴ + b⁴ + d⁴ + 2s.

Next, expand the sum of squared deviations from one-third:

(a² - 1/3)² + (b² - 1/3)² + (d² - 1/3)²
= a⁴ + b⁴ + d⁴ - (2/3)(a² + b² + d²) + 1/3
= a⁴ + b⁴ + d⁴ - 1/3.

Replacing the fourth powers by 1 - 2s and solving for s gives

s = 1/3 - (1/2)[(a² - 1/3)² + (b² - 1/3)² + (d² - 1/3)²].

Hence s ≤ 1/3, with equality when a² = b² = d² = 1/3. The lowest energy is

g_min = -(2V²/K)(1/3) = -2V²/(3K).

The corresponding orbitals are c = (σ1, σ2, σ3)/√3, where each σ is +1 or -1. There are eight sign choices, but c and -c are the same state, which leaves four. Their distortions are

Q = -(2V/(3K))(σ2σ3, σ3σ1, σ1σ2).

The product of the three signs in the bracket is (σ1σ2σ3)² = 1. The four brackets are therefore (1,1,1), (1,-1,-1), (-1,1,-1) and (-1,-1,1). Reversing V reverses all four distortions and leaves the energy unchanged.

**5. Why there are no shallower minima**

Let ε(Q) be the lowest energy at Q, and suppose it has a local minimum at Q0 with lowest orbital c0. For every orbital c and every Q near Q0,

E(c,Q) ≥ ε(Q) ≥ ε(Q0) = E(c0,Q0).

For fixed c0 the energy is a parabola in Q, so Q0 must equal Q(c0); otherwise a small step towards Q(c0) would lower the energy. Since Q(c) varies continuously with c, the inequality also gives g(c) ≥ g(c0) for nearby c. Each local minimum of the lowest sheet thus comes from a local minimum of g. The argument needs no derivative of ε, so it covers points where two sheets touch.

Using s = (1 - a⁴ - b⁴ - d⁴)/2,

g = -(V²/K)(1 - a⁴ - b⁴ - d⁴).

With a Lagrange multiplier μ for normalization, the condition for a is

(4V²/K)a³ = 2μa,

and similarly for b and d. A component is either zero or has the square μK/(2V²), so all nonzero components have equal squares. Three classes follow:

- One nonzero component: three states, s = 0, g = 0.
- Two nonzero components: six states, s = 1/4, g = -V²/(2K).
- Three nonzero components: four states, s = 1/3, g = -2V²/(3K).

The first class is not a minimum. Along c = (cos θ, sin θ, 0), s = cos²θ sin²θ, which rises from zero and lowers g.

For the second class, take c = (t, r, r) with r² = (1 - t²)/2. Then

s = 2t²r² + r⁴
= t²(1 - t²) + (1 - t²)²/4
= 1/4 + t²/2 - 3t⁴/4.

A small t raises s and lowers g, so this is not a minimum either. Only the four trigonal states remain.

**6. What the factor two-thirds means**

Take V > 0 and Q = q(1,1,1). The matrix VM(Q) has eigenvalue 2Vq for the orbital (1,1,1)/√3 and -Vq for the two orbitals orthogonal to it. For q < 0 the single orbital is lowest:

E = (3K/2)q² - 2V|q|.

Setting the derivative 3K|q| - 2V to zero gives |q| = 2V/(3K), and

E = 2V²/(3K) - 4V²/(3K) = -2V²/(3K).

The electronic gain is twice the elastic cost. In terms of the length R = √3|q|, the initial force along the axis is f = 2V/√3, and the usual result f²/(2K) becomes 2V²/(3K). The two-thirds therefore comes from expressing a force along a body diagonal through a coupling defined along one coordinate.

For q > 0 the doublet is lowest, and

E = (3K/2)q² - Vq.

On this half-axis the lowest point is q = V/(3K), with energy -V²/(6K) = -E_JT/4. By part 5 it is not a minimum of the full surface: lifting the remaining degeneracy lowers the energy further.

Occupation matters too. For independent electrons, two in the same lowest orbital double the force and quadruple the energy gain. Two electrons of parallel spin leave one orbital empty; since M has zero trace, this is the one-electron problem with V reversed. Three electrons of parallel spin fill the triplet and feel no linear force. Electron repulsion can change which of these occupations is lowest.

**7. Stiffness at a minimum and the barrier between minima**

At a minimum |q| = 2|V|/(3K), so the vertical gap to the two upper orbitals is

Δ = 2|V||q| + |V||q| = 2V²/K = 3E_JT.

Take the minimum with c = (1,1,1)/√3. A displacement along its axis leaves this orbital an eigenvector, and the curvature stays K. For a displacement δ perpendicular to the axis, δx + δy + δz = 0, and

V M(δ)c = (V/√3)(δy + δz, δz + δx, δx + δy) = -(V/√3)δ.

This vector is orthogonal to c, so there is no first-order change. The second-order change is

-(V²|δ|²/3)/(2V²/K) = -K|δ|²/6.

Adding the elastic term K|δ|²/2 leaves K|δ|²/3. The two perpendicular curvatures are therefore 2K/3.

The orbital c = (0,1,1)/√2 belongs to Q = -(V/K)(1,0,0). There the electronic levels are -V²/K, 0 and +V²/K, and the elastic energy is V²/(2K), so the total is -V²/(2K). A displacement (0,δy,δz) couples the lowest orbital to x with matrix element V(δy + δz)/√2. With u = (δy + δz)/√2, the change along u is

Ku²/2 - V²u²/(V²/K) = -Ku²/2.

The curvature is -K along u and +K in the other two directions, so this point is a saddle. The path (t, r, r) of part 5, with t running from -1/√3 to 1/√3, joins two minima through it. The height is

B = 2V²/(3K) - V²/(2K) = V²/(6K) = E_JT/4.

No path is lower. At any point with ε < -V²/(2K), the lowest orbital has g ≤ ε and hence s > 1/4. None of its components can vanish, since a = 0, for example, would give s = b²d² ≤ 1/4. The level cannot be degenerate either, because two degenerate orbitals could be combined to make a component vanish. The orbital then changes continuously and keeps its relative signs, which confines the path to one well.

**8. An example in the regime of a silicon vacancy**

Take the rough values V = 15 eV/nm and K = 600 eV/nm², with the mass of one silicon atom for the mode. Then

V²/K = 225/600 = 0.375 eV,
E_JT = (2/3)(0.375) = 0.250 eV.

Each coordinate has size 2(15)/(3 × 600) = 0.0167 nm, and the length of Q is √3 times this, 0.0289 nm. The electronic energy is -0.500 eV and the elastic energy +0.250 eV. The vertical gap is 0.750 eV and the barrier 62.5 meV. A numerical search of the surface from random starting points found four minima, and E_JT divided by V²/K came out as 0.666667. The numerical output follows these notes.

**9. Quantum motion and temperature**

The phonon energy for stiffness K is 29.9 meV. The two softer modes at a minimum have √(2/3) times this, 24.4 meV. The harmonic ground energy is

-250.0 + 29.9/2 + 2(24.4/2) = -210.7 meV.

Diagonalizing the full vibronic Hamiltonian gives -210.9 meV. Tunnelling combines the four wells into a triplet and a singlet, with the singlet 26 μeV higher. Divided by Planck's constant, this is about 6 × 10⁹ Hz.

With an attempt frequency of 7.2 × 10¹² Hz and the factor exp(-B/k_BT), the classical thermal hopping rate at 300 K is about 6 × 10¹¹ per second. The barrier is only 2.4 k_BT there, so this is an order of magnitude. At 20 K the same formula gives about 10⁻³ per second, which is not a usable estimate of the motion between equivalent wells: it leaves out zero-point energy and tunnelling, and the tunnelling frequency above is far higher. A measurement slower than the hopping sees an average over the wells. All the figures in this part hold the e mode fixed, leave out the a1 level and anharmonic terms, and assume four equal wells. The splitting is exponentially sensitive to such terms (part 11). Strain that separates two wells by much more than the 26 μeV splitting suppresses the coherent tunnelling between them; wells that stay equal in energy can still tunnel.

**10. The neglected e mode can change the answer**

Let an e mode with stiffness K_E couple to the diagonal elements:

F[Qθ((a² + b²)/2 - d²) + Qε(√3/2)(b² - a²)].

Relaxing Qθ and Qε as in part 3 gives -F²/(2K_E) times

((a² + b²)/2 - d²)² + (3/4)(b² - a²)²
= a⁴ + b⁴ + d⁴ - s = 1 - 3s.

With E_E = F²/(2K_E), the relaxed energy becomes

g = -3sE_JT - (1 - 3s)E_E.

This is linear in s. If E_JT > E_E, the minima are trigonal, at s = 1/3. If E_E > E_JT, they are tetragonal, at s = 0. Comparing s = 1/4 with s = 1/3 gives the barrier (E_JT - E_E)/4 on the trigonal side.

A simple vacancy model shows the size of E_E. Put one dangling orbital on each neighbour, in directions 1 = (1,1,1), 2 = (1,-1,-1), 3 = (-1,1,-1) and 4 = (-1,-1,1). Let each hopping element change by h′ times the change in pair distance. With t2 orbitals such as x = (φ1 + φ2 - φ3 - φ4)/2 and y = (φ1 - φ2 + φ3 - φ4)/2, the xy element changes by h′(δd23 - δd14)/2. The normalized t2 mode that drives it, taken without net translation of the four atoms, has δd14 = 1 and δd23 = -1 per unit Qz, so |V| = |h′|. The normalized e mode changes d14 and d23 by -1/√3 and the other four distances by 1/(2√3). The zz element then changes by

(h′/2)[-2/√3 - 4/(2√3)] = -2h′/√3,

so |F/V| = 2/√3 = 1.155. For equal stiffness,

E_E = (4/3)V²/(2K) = 2V²/(3K) = E_JT.

For the example, F = 17.3 eV/nm and both energies are 0.250 eV. The tie makes g independent of s, and the 62.5 meV barrier falls to zero. The tie depends on the shape of the t2 mode. In a crystal this mode can mix with a common translation of the four atoms, which leaves the pair distances unchanged. A purely radial t2 mode, for example, changes d14 and d23 by only ±√(2/3) = ±0.816 per unit coordinate, which gives E_E = 1.5E_JT at equal stiffness.

**11. Other corrections and the real vacancy**

The same pair model couples the filled a1 level to t2 with strength V. Place a1 a rough 1.5 eV below the undistorted t2 level and hold Q at a minimum. The occupied levels lie at -1.5 and -0.5 eV, coupled by 15 × 0.02887 = 0.433 eV. They repel by

√(0.5² + 0.433²) - 0.5 = 0.161 eV.

Two electrons go down and one goes up, a net change of -0.161 eV. This is 65% of E_JT, too large to treat as a small correction.

The mixing also acts at the saddle Q = -(V/K)(1,0,0). There the a1 level couples to the empty x orbital by V²/K = 0.375 eV, and its two electrons gain 2[√(0.75² + 0.375²) - 0.75] = 0.177 eV. The saddle is lowered more than the well, and both points move when the atoms relax again. With these parameters, and with K taken as the stiffness before mixing, the four trigonal minima do not survive. The best trigonal point moves out to a length of 0.065 nm at -0.664 eV and has two negative curvatures. The best point on a single-coordinate axis, at -0.668 eV, is also a saddle. A search over the t2 mode ends at a less symmetric shape near -0.71 eV.

Two other effects are smaller here on the scale of E_JT. A rough spin-orbit splitting of 40 meV lowers a minimum by only 0.47 to 0.48 meV, depending on the sign of the coupling, because a real, nondegenerate orbital has no first-order shift. Within the vibronic triplet of part 9 its first-order splitting is quenched to about 3 μeV, a tenth of the tunnelling splitting. A cubic elastic term C QxQyQz, with C = K/(0.24 nm) = 2500 eV/nm³, lowers all four minima by 13 meV. The shifts are equal because the product QxQyQz has the same value at all four. With C of the opposite sign, all four would rise, by 10.5 meV. The term vanishes at the saddle, so the barrier changes from 62.5 meV to 75 meV, or to 52 meV for the opposite sign. The tunnelling splitting changes from 26 μeV to about 7 μeV or 71 μeV.

The positively charged silicon vacancy has one electron in such a t2 level, but its observed distortion is tetragonal. A t2 mode alone has no tetragonal minimum, so the neglect of the e mode fails for this defect. The rough estimates above do not explain the preference. Without the a1 level, the tie in the pair model rests on equal e and t2 stiffness and on a translation-free t2 mode, neither of which a real lattice need satisfy. The a1 mixing is absent for a pure e distortion, so it favours shapes with a t2 component, but these include orthorhombic and less symmetric shapes as well as trigonal ones. The 0.250 eV above is therefore the energy of one distortion channel for rough parameters, not a prediction for that defect. In a supercell calculation, trigonal, tetragonal and orthorhombic starts should be relaxed with one orbital occupied and no symmetry imposed, and their total energies compared. Each start also needs a small random displacement, because the forces do not break a symmetry that the atoms and the occupied orbitals already share.

Table of computed values

```
coupling V (input): 15.0 eV/nm
stiffness K (input): 600.0 eV/nm^2
mode mass (input): 28.09 u
V^2/K: 0.3750 eV
number of minima found: 4
stationary orbitals at 0, -V^2/2K, -2V^2/3K: [3, 6, 4]
size of each coordinate at a well: 0.01667 nm
length of Q at a well: 0.02887 nm
stabilization energy E_JT: 0.2500 eV
E_JT divided by V^2/K: 0.666667
elastic energy at a well: 0.2500 eV
electronic energy at a well: -0.5000 eV
vertical gap at a well: 0.7500 eV
barrier between wells: 62.50 meV
curvatures at a well / K: [0.6667 0.6667 1.    ]
curvatures at a saddle / K: [-1.  1.  1.]
phonon energy, stiffness K: 29.88 meV
phonon energy, soft pair at a well: 24.40 meV
E_JT / phonon energy: 8.37
e to t2 coupling ratio F/V, pair model: 1.1547
e coupling F for the example: 17.32 eV/nm
e-mode stabilization, equal stiffness: 0.2500 eV
largest F that keeps trigonal wells: 17.32 eV/nm
a1-t2 separation (rough input): 1.5 eV
a1 to t2 coupling ratio, pair model: 1.0000
a1 mixing, energy change at fixed Q: -0.1614 eV
spin-orbit splitting (rough input): 40 meV
spin-orbit shift of a well: -0.482 meV
bond length (rough input): 0.24 nm
cubic elastic coefficient: 2500 eV/nm^3
cubic shift, same for four wells: -12.98 meV
vibronic ground energy: -0.21085 eV
harmonic estimate of it: -0.21066 eV
tunnelling splitting: 25.83 micro-eV
tunnelling frequency: 6.25e+09 Hz
attempt frequency: 7.23e+12 Hz
thermal energy at 20 K: 1.72 meV
rough thermal hopping rate at 20 K: 1.29e-03 1/s
thermal energy at 300 K: 25.85 meV
rough thermal hopping rate at 300 K: 6.44e+11 1/s
```
